# How many electrons occupy the Q valleys of a few-layer film?: verification in Python

```python
# Result under test: the share of nondegenerate electrons in the Q valleys is
#   f = R/(1+R),  R = (g_Q m_Q / (g_K m_K)) exp(-delta/kT),
# about 30 percent for g_Q=6, g_K=2, equal masses, delta=50 meV, T=300 K.
# delta: Q edge minus K edge; g: number of valleys; m: density-of-states mass,
# the geometric mean of the two principal masses. Each valley has one subband
# with two spin states. Energies in eV from the K edge, k in 1/nm.
from fractions import Fraction
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

K_B = const.k / const.e
HBAR2_OVER_M0 = const.hbar**2 / const.m_e / const.e * 1e18  # eV nm^2
PER_NM2_TO_PER_CM2 = 1e14

temperature = 300.0
delta = 0.050
mass = 0.5
density = 1e12
kT = K_B * temperature


def orbit_size(point):
    """Distinct images under 60-degree rotations, modulo reciprocal vectors."""
    u, v = point
    images = set()
    for _ in range(6):
        images.add((u % 1, v % 1))
        u, v = -v, u + v
    return len(images)


g_K = orbit_size((Fraction(1, 3), Fraction(1, 3)))
g_Q = orbit_size((Fraction(1, 6), Fraction(1, 6)))
assert (g_K, g_Q) == (2, 6)


def share_formula(offset, temp, mass_ratio=1.0):
    ratio = g_Q / g_K * mass_ratio * np.exp(-offset / (K_B * temp))
    return ratio / (1 + ratio)


k_axis = np.linspace(-6.0, 6.0, 241)
dk = k_axis[1] - k_axis[0]
KX, KY = np.meshgrid(k_axis, k_axis)


def density_k_sum(valleys, mx, my, edge, fermi):
    """Electron density (cm^-2) from an explicit sum over k points."""
    energy = edge + HBAR2_OVER_M0 / 2 * (KX**2 / mx + KY**2 / my)
    occupied = expit((fermi - energy) / kT).sum() * dk**2 / (4 * np.pi**2)
    return 2 * valleys * occupied * PER_NM2_TO_PER_CM2


def density_formula(valleys, m_dos, edge, fermi):
    prefactor = valleys * m_dos * kT / (np.pi * HBAR2_OVER_M0)
    return (prefactor * np.log1p(np.exp((fermi - edge) / kT))
            * PER_NM2_TO_PER_CM2)


def share_k_sum(mx_Q, my_Q, fermi):
    n_K = density_k_sum(g_K, mass, mass, 0.0, fermi)
    n_Q = density_k_sum(g_Q, mx_Q, my_Q, delta, fermi)
    return n_Q / (n_K + n_Q)


# Density formula, including an elliptical valley and a degenerate case
for fermi in (-0.20, -0.05, 0.08):
    for mx, my in ((0.5, 0.5), (1.0, 0.25)):
        direct = density_k_sum(g_Q, mx, my, delta, fermi)
        formula = density_formula(g_Q, np.sqrt(mx * my), delta, fermi)
        assert abs(direct / formula - 1) < 1e-6

# Nondegenerate share, and which mean of the masses matters
boltzmann = np.exp(-delta / kT)
ratio = g_Q / g_K * boltzmann
share = share_formula(delta, temperature)
deep_fermi = -0.5
share_ellipse = share_k_sum(1.0, 0.25, deep_fermi)
share_arithmetic = share_k_sum(0.8, 0.2, deep_fermi)
assert abs(share_k_sum(mass, mass, deep_fermi) - share) < 1e-6
assert abs(share_ellipse - share) < 1e-6
assert abs(share_arithmetic - share_formula(delta, temperature, 0.8)) < 1e-6
assert abs(share_arithmetic - share) > 0.02
assert abs(share - 0.30) < 0.005

# Slopes, equal-share offset and high-temperature limit
slope_delta = -share * (1 - share) / kT
slope_T = share * (1 - share) * delta / (kT * temperature)
h_E, h_T = 1e-5, 1e-2
num_delta = (share_formula(delta + h_E, temperature)
             - share_formula(delta - h_E, temperature)) / (2 * h_E)
num_T = (share_formula(delta, temperature + h_T)
         - share_formula(delta, temperature - h_T)) / (2 * h_T)
assert abs(num_delta / slope_delta - 1) < 1e-5
assert abs(num_T / slope_T - 1) < 1e-5
equal_offset = brentq(lambda d: share_formula(d, temperature) - 0.5, 0, 0.2)
assert abs(equal_offset - kT * np.log(3)) < 1e-9
assert abs(share_formula(delta, 1e8) - 0.75) < 1e-5


# Finite density: full Fermi statistics against the first correction
def solve_density(target):
    def excess(fermi):
        return (density_k_sum(g_K, mass, mass, 0, fermi)
                + density_k_sum(g_Q, mass, mass, delta, fermi)) / target - 1
    fermi = brentq(excess, -0.6, 0.3)
    return fermi, share_k_sum(mass, mass, fermi)


fermi_low, share_low = solve_density(density)
fermi_high, share_high = solve_density(10 * density)
N_K = g_K * mass * kT / (np.pi * HBAR2_OVER_M0) * PER_NM2_TO_PER_CM2
filling = density / (N_K * (1 + ratio))
correction = share * (1 - share) * filling * (1 - boltzmann) / 2
assert abs(share_low - share - correction) < 2e-4
assert share < share_low < share_high < 0.75


# Bilayer: layer-spin Hamiltonian with opposite spin order in the two layers
def bilayer_levels(coupling, spin_splitting):
    sz = np.diag([1.0, -1.0])
    sx = np.array([[0.0, 1.0], [1.0, 0.0]])
    h = spin_splitting / 2 * np.kron(sz, sz) + coupling * np.kron(sx, np.eye(2))
    levels = np.linalg.eigvalsh(h)
    return levels - levels[0]


Q_coupling, Q_spin = 0.20, 0.07
Q_levels = bilayer_levels(Q_coupling, Q_spin)


def share_bilayer(K_spin, mass_ratio=1.0):
    K_levels = bilayer_levels(0.0, K_spin)
    weight_K = g_K * np.exp(-K_levels / kT).sum()
    weight_Q = g_Q * mass_ratio * np.exp(-(delta + Q_levels) / kT).sum()
    return weight_Q / (weight_K + weight_Q)


small_split, large_split, heavy = 0.003, 0.030, 1.5
for split in (small_split, large_split):
    r = ratio / (1 + np.exp(-split / kT))
    assert abs(share_bilayer(split) - r / (1 + r)) < 1e-5


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Temperature", temperature, "K", 0)
show("Q-K offset delta", delta * 1e3, "meV", 0)
print("Number of K valleys:", g_K, "(count)")
print("Number of Q valleys:", g_Q, "(count)")
show("Thermal energy kT", kT * 1e3, "meV")
show("delta/kT", delta / kT, "(dimensionless)", 3)
show("Boltzmann factor", boltzmann, "(dimensionless)", 4)
show("Population ratio Q/K", ratio, "(dimensionless)", 4)
show("Share in Q, nondegenerate", share * 100, "percent")
show("Share in K, nondegenerate", (1 - share) * 100, "percent")
show("k-sum share, Q masses 1.0 and 0.25 m0", share_ellipse * 100, "percent")
show("k-sum share, Q masses 0.8 and 0.2 m0", share_arithmetic * 100, "percent")
show("Offset for equal shares", equal_offset * 1e3, "meV")
show("Slope with offset", slope_delta * 0.1, "percentage points per meV", 3)
show("Slope with temperature", slope_T * 100, "percentage points per K", 3)
show("Density-of-states mass", mass, "m0", 1)
print(f"Total density in example: {density:.2e} cm^-2")
print(f"Density in K, nondegenerate: {density * (1 - share):.3e} cm^-2")
print(f"Density in Q, nondegenerate: {density * share:.3e} cm^-2")
print(f"Effective density N_K: {N_K:.3e} cm^-2")
show("Filling parameter x", filling, "(dimensionless)", 4)
show("First degeneracy correction", correction * 100, "percentage points")
show("Fermi level at 1e12 cm^-2, from K edge", fermi_low * 1e3, "meV", 1)
show("Full-statistics Q share at 1e12 cm^-2", share_low * 100, "percent")
show("Fermi level at 1e13 cm^-2, from K edge", fermi_high * 1e3, "meV", 1)
show("Full-statistics Q share at 1e13 cm^-2", share_high * 100, "percent")
show("Mass ratio Q/K in heavy-Q case", heavy, "(dimensionless)", 1)
show("Q share, heavy-Q case",
     share_formula(delta, temperature, heavy) * 100, "percent")
show("Q share, offset 25 meV", share_formula(0.025, temperature) * 100, "percent")
show("Q share, offset 75 meV", share_formula(0.075, temperature) * 100, "percent")
show("Q share at 400 K", share_formula(delta, 400.0) * 100, "percent")
show("Bilayer Q interlayer coupling", Q_coupling * 1e3, "meV", 0)
show("Bilayer Q spin splitting parameter", Q_spin * 1e3, "meV", 0)
show("Bilayer upper Q pair above lower pair", Q_levels[-1] * 1e3, "meV", 1)
show("Bilayer Q share, K splitting 3 meV",
     share_bilayer(small_split) * 100, "percent")
show("Bilayer Q share, K splitting 30 meV",
     share_bilayer(large_split) * 100, "percent")
show("Bilayer Q share, K splitting 3 meV and heavy Q",
     share_bilayer(small_split, heavy) * 100, "percent")
print("checks complete")
```

It prints:

```
Temperature: 300 K
Q-K offset delta: 50 meV
Number of K valleys: 2 (count)
Number of Q valleys: 6 (count)
Thermal energy kT: 25.85 meV
delta/kT: 1.934 (dimensionless)
Boltzmann factor: 0.1446 (dimensionless)
Population ratio Q/K: 0.4337 (dimensionless)
Share in Q, nondegenerate: 30.25 percent
Share in K, nondegenerate: 69.75 percent
k-sum share, Q masses 1.0 and 0.25 m0: 30.25 percent
k-sum share, Q masses 0.8 and 0.2 m0: 25.76 percent
Offset for equal shares: 28.40 meV
Slope with offset: -0.816 percentage points per meV
Slope with temperature: 0.136 percentage points per K
Density-of-states mass: 0.5 m0
Total density in example: 1.00e+12 cm^-2
Density in K, nondegenerate: 6.975e+11 cm^-2
Density in Q, nondegenerate: 3.025e+11 cm^-2
Effective density N_K: 1.080e+13 cm^-2
Filling parameter x: 0.0646 (dimensionless)
First degeneracy correction: 0.58 percentage points
Fermi level at 1e12 cm^-2, from K edge: -70.2 meV
Full-statistics Q share at 1e12 cm^-2: 30.83 percent
Fermi level at 1e13 cm^-2, from K edge: -5.4 meV
Full-statistics Q share at 1e13 cm^-2: 35.89 percent
Mass ratio Q/K in heavy-Q case: 1.5 (dimensionless)
Q share, heavy-Q case: 39.41 percent
Q share, offset 25 meV: 53.28 percent
Q share, offset 75 meV: 14.15 percent
Q share at 400 K: 41.29 percent
Bilayer Q interlayer coupling: 200 meV
Bilayer Q spin splitting parameter: 70 meV
Bilayer upper Q pair above lower pair: 406.1 meV
Bilayer Q share, K splitting 3 meV: 18.66 percent
Bilayer Q share, K splitting 30 meV: 24.82 percent
Bilayer Q share, K splitting 3 meV and heavy Q: 25.60 percent
checks complete
```
